# Mutual Depolarisation of a Square Dipole Layer and the Work-Function Shift, part 2

A Kelvin probe records the work-function change as polarisable groups attach to a surface. Each group's dipole is weakened by the field of its neighbours, which matters when the change is converted into a density.

Identical point dipoles stand on a square lattice in the plane $z=0$, with areal density $n$ and spacing $b=n^{-1/2}$. Moments are positive outward, along $+z$. In a field $E$ along $z$, the permanent moment $\mu_0$ becomes $\mu=\mu_0+\alpha E$, where $\alpha=4\pi\varepsilon_0a$ and $a$ is the polarisability volume. The work function changes by $\Delta\Phi=-en\mu/\varepsilon_0$, with $e>0$.

A normal dipole at the origin has potential $\phi$ and, with $r^2=\rho^2+z^2$ and lateral distance $\rho$, the field

$$E_z=-\frac{\partial\phi}{\partial z}
=-\frac{\mu}{4\pi\varepsilon_0}\left(\frac1{r^3}-\frac{3z^2}{r^5}\right)
=\frac{\mu}{4\pi\varepsilon_0}\frac{2z^2-\rho^2}{r^5}. \tag{5}$$

The neighbours together give

$$E=-\frac{\mu}{4\pi\varepsilon_0}\,S\,n^{3/2},\qquad
S={\sum_{i,j}}'\frac1{(i^2+j^2)^{3/2}}. \tag{7}$$

The prime excludes $i=j=0$, and $S=9.0336$. Without image fields,

$$\mu=\frac{\mu_0}{D},\qquad D=1+S\,a\,n^{3/2}\approx1+9\,a\,n^{3/2}. \tag{11}$$

With $K=Sn^{3/2}/(4\pi\varepsilon_0)$, the energy per dipole is

$$U_{\min}=\frac{K\mu_0^2}{2D^2}+\frac{K(D-1)\mu_0^2}{2D^2}
=\frac{K\mu_0^2}{2D}. \tag{14}$$

If $n_{\rm app}$ is the density inferred when depolarisation is ignored, the true density solves

$$n=n_{\rm app}\left(1+S\,a\,n^{3/2}\right). \tag{15}$$

For a square lattice that contracts at fixed $\mu_0$ and $a$, the size of the shift has its maximum at

$$a\,n^{3/2}=\frac2S=0.2214,\qquad D=3. \tag{18}$$

The example is methyl groups on alumina after a trimethylaluminium pulse: $n=5.0\ \mathrm{nm^{-2}}$, $a=0.0025\ \mathrm{nm^3}$, $\mu_0=0.30$ D (debye; $1.0007\times10^{-30}$ C m), $an^{3/2}=0.02795$ and $D=1.2525$. The work function falls by 0.451 eV, against 0.565 eV for unperturbed dipoles.

The final table also lists checks: $S$ from a block $|i|,|j|\le M$ plus an integral outside, and $D$ extrapolated from finite square patches.

The next question is whether sideways polarisation lets the layer reach the maximum (18).

### In-plane polarisation sets a limit

Suppose the polarisability is isotropic, and give the groups small additional moments parallel to the surface. A dipole $p$ along $x$ has the potential $-(p/4\pi\varepsilon_0)\,\partial_x(1/r)$, so its field along $x$ in the plane is

$$E_x=\frac{p}{4\pi\varepsilon_0}\frac{\partial^2}{\partial x^2}\frac1r
=\frac{p}{4\pi\varepsilon_0}\frac{3x^2/r^2-1}{r^3}. \tag{20}$$

It is positive in front of and behind the dipole, so dipoles placed head to tail strengthen each other. In-plane moments produce no normal field in the plane, and normal moments produce no in-plane field there. The two kinds of polarisation can therefore be treated separately.

For a pattern whose field at every site is $Cn^{3/2}p/(4\pi\varepsilon_0)$ along the local moment, the additional energy per dipole is the internal cost minus half the interaction:

$$u=\frac{p^2}{2\alpha}-\frac12pE
=\frac{p^2}{8\pi\varepsilon_0}\left(\frac1a-C\,n^{3/2}\right). \tag{21}$$

When $C\,an^{3/2}>1$, the energy falls as $p$ grows, and the purely normal state is unstable.

For uniform in-plane moments, the coefficients for $x$ and $y$ are equal by the symmetry of the square. Their sum contains $3(x^2+y^2)/r^2-2=1$ over $r^3$, which is $S$. Each is therefore $S/2=4.517$, and uniform polarisation becomes unstable at $an^{3/2}=2/S$. That is the same value as in (18).

A different pattern becomes unstable sooner. Let all moments in a row point along the row, and let neighbouring rows point in opposite directions. In units of the spacing, the sites in the same row contribute

$$2\sum_{m=1}^{\infty}\frac2{m^3}=4\zeta(3)=4.808. \tag{22}$$

For a row at distance $y$, use Poisson's summation formula, $\sum_m g(m)=\sum_k\hat g(2\pi k)$, where $\hat g(q)=\int g(x)e^{-iqx}dx$. It follows by expanding the periodic function $\sum_m g(x+m)$ in a Fourier series and setting $x=0$. The modified Bessel function has the representation $K_0(v)=\int_0^\infty\cos(vt)\,dt/\sqrt{1+t^2}$. With $x=yt$, the transform of $1/\sqrt{x^2+y^2}$ is then $2K_0(|q|y)$. Two derivatives in $x$ multiply it by $-q^2$, which also removes the term $k=0$. Adding the equal terms for $k$ and $-k$ gives

$$\sum_m\frac{\partial^2}{\partial x^2}\frac1r
=-16\pi^2\sum_{k=1}^{\infty}k^2K_0(2\pi ky). \tag{23}$$

Rows occur on both sides, and reversed rows carry a factor $(-1)^y$. Hence

$$C_{\rm rows}=4\zeta(3)-32\pi^2\sum_{y,k\ge1}(-1)^y k^2K_0(2\pi ky)=5.099. \tag{24}$$

The reversal changes the main contribution of the neighbouring rows from $-0.29$ to $+0.29$. Without the factor $(-1)^y$, the same expression must equal $S/2$. Doubling it gives $S=9.033622$, in agreement with the direct lattice sum to all printed digits.

The row pattern limits the normal state to

$$a\,n^{3/2}<\frac1{5.099}=0.196,\qquad D<2.77. \tag{25}$$

The largest coefficient found on a $24\times24$ grid of wavevectors, with in-plane and normal patterns both included, is also 5.099. No more dangerous pattern appeared on that grid. The limit (25) lies below (18), so a layer of isotropic point dipoles loses its normal state before the work-function shift reaches its maximum.

If the in-plane polarisability volume $a_\parallel$ is smaller than the normal one $a_\perp$, the maximum can precede the row instability. The condition is $a_\parallel/a_\perp<4.517/5.099=0.89$. This removes one obstacle, while normal patterns and the finite size of the groups pose separate conditions. The example, at $an^{3/2}=0.028$, is a factor of seven below the limit in (25).

### How the surface fills

The power $n^{3/2}$ describes a square lattice that contracts as its density increases. Groups that attach to fixed sites fill the surface differently. Let the sites form a square lattice of density $N$, occupied at random with fraction $\theta=n/N$. In the mean-field approximation each site contributes its average moment $\theta\mu$, and (7) changes to

$$E=-\frac{\mu}{4\pi\varepsilon_0}\,\theta\,S\,N^{3/2}
=-\frac{\mu}{4\pi\varepsilon_0}\,S\,n\,N^{1/2}.$$

The divisor becomes

$$D_{\rm random}\approx1+S\,a\,n\,N^{1/2}. \tag{26}$$

It equals (11) at full occupation. At partial occupation it is larger, because random filling leaves some groups close together, whereas the expanding lattice keeps all of them apart. The shift is then proportional to $n/(1+SaN^{1/2}n)$, whose derivative $1/(1+SaN^{1/2}n)^2$ is positive. Within mean field, random filling has no maximum.

Take $N=5.0\ \mathrm{nm^{-2}}$ and half occupation. Equation (26) gives $1+0.2525/2=1.126$. Solving the coupled equations for 24 random layers, each with 288 groups on a periodic cell of 576 sites, gives 1.125. An ordered square lattice at the same density of $2.5\ \mathrm{nm^{-2}}$ has $D=1.089$.

The slight excess of the mean-field value has a second-order cause. A group polarises its neighbour, and the neighbour acts back on the same group, which is present with certainty and not with probability $\theta$. To leading order this raises the mean value of $\mu/\mu_0$ by

$$(aN^{3/2})^2\,\theta(1-\theta){\sum_{i,j}}'\frac1{(i^2+j^2)^3}
\approx0.02795^2\times0.25\times4.7=0.0009,$$

and lowers the divisor by about 0.001. The finite cell and the finite sample can account for further small differences.

The corresponding work-function decreases are 0.251 eV for random filling and 0.259 eV for the ordered lattice. If the groups instead gathered in large full islands covering half the surface, a probe averaging over many islands would see half the full signal, 0.226 eV, apart from edge effects. The shape of the signal during a pulse therefore depends on the arrangement of the groups as well as on their number.

### Image fields

A charge $q$ at height $d$ above a dielectric of relative permittivity $\epsilon$ acts on the outside as if an image charge $-kq$ lay at depth $d$, with $k=(\epsilon-1)/(\epsilon+1)$. To find $k$, write the potential inside the dielectric as $tq/(4\pi\varepsilon_0 r)$, with $r$ measured from the original charge. At the surface, continuity of the potential requires $1-k=t$, and continuity of the normal displacement requires $1+k=\epsilon t$. Eliminating $t$ gives the stated $k$. The positive upper end of a normal dipole has a negative image lying deeper than the positive image of its lower end. The image dipole therefore also points outward. Its moment is $k\mu$, and it lies a distance $2d$ below the original.

Equation (5) gives the field of each image at a group. With $Z=2d/b$, the lattice sum, including the group's own image, is

$$I=\sum_{i,j}\frac{2Z^2-\rho^2}{(\rho^2+Z^2)^{5/2}}
=2\pi\sum_{\mathbf G\ne0}G\,e^{-GZ},\qquad \rho^2=i^2+j^2. \tag{27}$$

For the second form, let $F(G,z)$ be the lateral Fourier transform of $1/r$. Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, it satisfies $(\partial_z^2-G^2)F=-4\pi\delta(z)$, whose decaying solution is $F=2\pi e^{-G|z|}/G$. The field (5) corresponds to $\partial_z^2(1/r)$, which has the transform $2\pi Ge^{-GZ}$. Poisson's formula in two dimensions then replaces the lattice sum by a sum over reciprocal vectors of length $G=2\pi\sqrt{i^2+j^2}$.

The term $G=0$ vanishes: a uniform dipole sheet has no average field outside itself and does not polarise the substrate uniformly. The step $n\mu/\varepsilon_0$ therefore keeps its form, and the images enter through $\mu$. The new divisor is

$$D_{\rm image}=1+a\,n^{3/2}(S-kI). \tag{28}$$

With the rough values $d=0.20$ nm and $\epsilon=9$, one has $k=0.80$ and $Z=0.894$. The four shortest reciprocal vectors contribute 0.57 to $I$, and the total is about 0.66. Hence

$$D_{\rm image}=1+0.02795\,(9.034-0.80\times0.66)=1.238.$$

This value refers to $\mu_0$ without any image. A moment measured for isolated groups on the surface already contains the effect of the group's own image, whose field coefficient is $2k/Z^3$. Such a moment is larger than $\mu_0$ by the factor $1/(1-0.02795\times2\times0.80/0.894^3)=1/0.9375$. Relative to it, the full layer is weakened by $1.238/0.9375=1.320$. The choice of reference moment thus matters more than the change of $S$ in (28).

### Other corrections and the real surface

Three further corrections can be sized for the example. If each dipole consists of two charges a length $l$ apart, the interaction of a parallel pair is $(q^2/4\pi\varepsilon_0)(2/r-2/\sqrt{r^2+l^2})$. With $\mu=ql$, the term $1/r^3$ is replaced by

$$\frac2{l^2}\left(\frac1r-\frac1{\sqrt{r^2+l^2}}\right)
=\frac1{r^3}-\frac{3l^2}{4r^5}+\cdots. \tag{29}$$

For $l=0.15$ nm, the full expression lowers $D$ from 1.2525 to 1.241.

A circular domain of radius $R$ lacks the field of everything outside it. With equal moments, the missing part of $Sn^{3/2}$ at its centre is $n\int_R^\infty2\pi\rho\,d\rho/\rho^3=2\pi n/R$. For $R=10$ nm this gives $D=1.245$ at the centre. Sites near the edge lack more of the field, and the average over the domain, which is what a probe records, corresponds to $D\approx1.23$.

A nonlinear response adds $\beta E^2/2+\gamma E^3/6$ to the induced moment. The quadratic term is allowed because a polar group has no inversion symmetry along the normal. Compared with $\alpha E$, it amounts to about 0.3 % for a rough $\beta$ of 70 atomic units. The cubic term amounts to $6\times10^{-5}$ for a rough methane-like $\gamma$ of 3000 atomic units. Both are small beside the other corrections.

The energy (14) is 2.3 meV per dipole, whereas $k_{\rm B}T$ at 473 K is 41 meV. By this estimate, dipole repulsion is too weak to arrange the groups in a lattice. Order would need another cause, for example the positions of the available sites or the size of the groups.

The assumed density and polarisability are of the right rough size for a surface densely covered with methyl groups. The effective dipole is much less certain. The pulse also replaces hydroxyl groups and adds aluminium, so the probe records a net change per attached group, and both its sign and its size must be determined for the surface in question. The divisor $D$ does not in general apply to such a difference. At full replacement on the same lattice, the change per site is $\mu_0/D-\mu_{\rm old}/D_{\rm old}$, each group with its own divisor. As an illustration, replacing groups with 1.0 D and $a=0.001\ \mathrm{nm^3}$, for which $D_{\rm old}=1.101$, by groups with 1.3 D and $D=1.2525$ gives 0.13 D, not $0.30/1.2525=0.24$ D. Real alumina films are not square lattices. In the model, changing from ordered to random half filling lowers the shift by 0.008 eV, or 3 %. Including images relative to an isolated adsorbed moment of 0.30 D changes the full-layer result from 0.451 to $0.565/1.320=0.428$ eV, or 5 %. A continuum image at 0.20 nm is itself a crude description. Charge trapped in the film and a change of band bending in the substrate would add to a Kelvin-probe signal without passing through $D$, and they have to be separated before the shift is converted into a density. For that conversion, (15) applies to the ordered lattice. If the groups fill otherwise empty fixed sites at random, the divisor (26) must be used instead: at half filling in the example, (15) would give $2.41\ \mathrm{nm^{-2}}$ in place of $2.50\ \mathrm{nm^{-2}}$. Neither divisor holds unchanged when the unreacted sites carry polarisable groups, since these respond too: if old and new groups have the same polarisability, the net change is divided by the full-lattice value 1.2525 at every degree of conversion. The numerical output below lists the values for the example.

## Computed values

```
Lattice sum S, direct: 9.033622; rows: 9.033622
S from block M=1 plus outside: 9.1854
S from block M=2 plus outside: 9.0693
S from block M=3 plus outside: 9.0470
Potential step/(4 pi n mu), finite block: 0.9981
Input density: 5.0 nm^-2; spacing: 0.4472 nm
Input polarisability volume: 0.0025 nm^3
Input dipole: 0.30 D = 1.0007e-30 C m
a n^1.5: 0.02795
Divisor with S: 1.2525; with 9: 1.2516
Divisor from extrapolated patches: 1.2524
Patch test at a n^1.5=0.15: 2.3527; formula: 2.3550
Dipole in layer: 0.2395 D
Depolarising field: 7.252 MV/cm
Work-function decrease, ordered lattice:
  n=1.0 nm^-2: bare 0.1130 eV, depolarised 0.1105 eV
  n=2.5 nm^-2: bare 0.2825 eV, depolarised 0.2594 eV
  n=4.0 nm^-2: bare 0.4521 eV, depolarised 0.3829 eV
  n=5.0 nm^-2: bare 0.5651 eV, depolarised 0.4512 eV
Density inferred if depolarisation ignored: 3.992 nm^-2
Half coverage divisor, ordered: 1.0893
Half coverage divisor, random solved: 1.1246
Half coverage divisor, random mean field: 1.1262
Half coverage decrease, random: 0.2513 eV
Formal maximum: a n^1.5=0.2214, n=19.87 nm^-2
In-plane coefficients: uniform 4.5168, rows 5.0989
Largest coefficient on wavevector grid: 5.0989
Isotropic stability limit: a n^1.5=0.1961, n=18.33 nm^-2
Divisor at stability limit: 2.7717
Image inputs: distance 0.20 nm, permittivity 9.0, factor 0.80
Divisor with images, bare reference: 1.2378
Divisor with images, isolated adsorbed reference: 1.3203
Divisor for dipole length 0.15 nm: 1.2414
Divisor at centre of 10 nm radius domain: 1.2446
Cubic/linear polarisation: 5.90e-05 (gamma=3000 a.u.)
Layer energy per dipole: 2.265 meV
Thermal energy at 473 K: 40.76 meV
```
